# Why electron doping lifts moire zone-boundary states above Gamma in twisted graphene

## The result

Electrons added to the flat bands of twisted bilayer graphene near the magic angle collect on the AA regions and make those regions repulsive. Flat-band states at the moire zone-boundary points K and M have most of their weight there, so their energy rises. The Gamma states have a node at the AA centre and a nearly even weight on larger scales, so they hardly move. In the Hartree approximation

\[
\delta E_K-\delta E_\Gamma=\sum_s V_s\,[f_s(K)-f_s(\Gamma)],
\]

where \(V_s\) is the Fourier amplitude of the Hartree potential on the shell \(s\) of moire reciprocal vectors, and \(f_s(k)\) measures how strongly a state follows that harmonic. For the example below, one added electron per moire cell gives about 4.4 meV, enough to bring K about level with Gamma in a conduction band where it began 4.3 meV below. Removing electrons reverses the shift.

Concentration on AA is the rule in the flat bands, and Gamma is the exception. The question is therefore mainly why Gamma differs. The result also has a limit: exchange acts the other way. When the added electrons share one spin and valley, it can cancel most of the conduction band's Hartree shift in that flavour, and outweigh the shift averaged over the two flat bands.

## Model and stacking regions

One valley is described by a four-component wave function, with sublattices A and B in each of two layers:

\[
H=\begin{pmatrix}v\,\boldsymbol\sigma\cdot\mathbf p&T(\mathbf r)\\T^\dagger(\mathbf r)&v\,\boldsymbol\sigma\cdot\mathbf p\end{pmatrix},\qquad
T(\mathbf r)=\sum_{j=1}^3T_je^{-i\mathbf q_j\cdot\mathbf r},
\]

\[
T_j=w_0+w_1\boldsymbol\sigma\cdot\mathbf n_j .
\]

The vectors \(\mathbf q_j\) have length \(k_\theta\), and \(\mathbf n_j\) are unit vectors. Both sets turn by 120 degrees when \(j\) increases by one, with \(\mathbf q_1\) along \(-y\) and \(\mathbf n_1\) along \(x\). The small relative rotation of the Pauli matrices in the two layers is neglected. In the example below, restoring it would change the bare conduction energy difference between Gamma and K by about 0.5 meV and the relative Hartree shift by less than 0.1 meV. It would also give the neutral system a weak charge pattern, which is absent here. The other valley has the same density by time reversal.

At \(\mathbf r=0\) all phases are one and \(\sum_j\mathbf n_j=0\), so \(T(0)=3w_0\). Tunnelling joins equal sublattices: this is AA. At AB the three phases are \(1,\omega,\omega^*\), with \(\omega=e^{2\pi i/3}\). Their sum is zero, the \(w_0\) term vanishes, and tunnelling joins unlike sublattices.

## Why Gamma avoids the AA centre

Let \(R\) be a 120 degree rotation about AA and \(D=\mathrm{diag}(\omega,\omega^*)\) act on the sublattices of each layer. The upper off-diagonal element of \(\boldsymbol\sigma\cdot\mathbf a\) is \(a_x-ia_y\). Conjugation by \(D\) multiplies it by \(\omega\cdot\omega=\omega^*\), which is what rotating \(\mathbf a\) does. Hence

\[
D(\boldsymbol\sigma\cdot\mathbf a)D^\dagger=\boldsymbol\sigma\cdot(R\mathbf a),\qquad DT_jD^\dagger=T_{j+1}.
\]

Since \(\mathbf q_j\cdot R^{-1}\mathbf r=(R\mathbf q_j)\cdot\mathbf r=\mathbf q_{j+1}\cdot\mathbf r\), it follows that \(DT(R^{-1}\mathbf r)D^\dagger=T(\mathbf r)\). The operation \(\psi(\mathbf r)\to D\psi(R^{-1}\mathbf r)\) therefore commutes with \(H\). Gamma and K are unchanged by the rotation, up to a reciprocal vector, so states there can be chosen with

\[
D\psi(R^{-1}\mathbf r)=c\,\psi(\mathbf r).
\]

At the fixed point \(\mathbf r=0\) this becomes, in each layer,

\[
\omega\psi_A(0)=c\psi_A(0),\qquad \omega^*\psi_B(0)=c\psi_B(0).
\]

Diagonalizing the model in plane waves gives \(c=1\) for both flat states at Gamma. Since neither \(\omega\) nor \(\omega^*\) equals one, all four components must vanish at the AA centre. The two states at K have \(c=\omega\) and \(c=\omega^*\), and each may keep one sublattice there. Symmetry permits that weight; its size has to be calculated.

## Only the added charge makes a moire potential

The neutral system could have its own charge pattern. In this model it has none, for two reasons.

First, suppose \(H\psi=E\psi\), with layer parts \(\psi_1,\psi_2\), and define

\[
\varphi_1(\mathbf r)=\psi_2(-\mathbf r),\qquad \varphi_2(\mathbf r)=-\psi_1(-\mathbf r).
\]

Inversion changes the sign of \(\mathbf p\), and \(T_j=T_j^\dagger\) gives \(T(\mathbf r)=T^\dagger(-\mathbf r)\). The upper row of \(H\varphi\) is then

\[
-\left[v\,\boldsymbol\sigma\cdot\mathbf p\,\psi_2+T^\dagger\psi_1\right](-\mathbf r)=-E\psi_2(-\mathbf r)=-E\varphi_1(\mathbf r).
\]

The lower row is

\[
\left[T\psi_2+v\,\boldsymbol\sigma\cdot\mathbf p\,\psi_1\right](-\mathbf r)=E\psi_1(-\mathbf r)=-E\varphi_2(\mathbf r).
\]

Every filled state thus has an empty partner with the inverted density, and \(n_{\rm empty}(\mathbf r)=n_{\rm filled}(-\mathbf r)\).

Second, \(\psi(\mathbf r)\to\sigma_x\psi^*(-\mathbf r)\) also leaves \(H\) unchanged. Complex conjugation and inversion each reverse \(\mathbf p\), so together they preserve it, while \(\sigma_x\boldsymbol\sigma^*\sigma_x=\boldsymbol\sigma\) for the two in-plane matrices. The phases in \(T\) are preserved in the same way. Therefore \(n_{\rm filled}(\mathbf r)=n_{\rm filled}(-\mathbf r)\).

The filled and empty densities are now equal. Their sum is uniform because the states form a complete set, with a momentum cutoff that respects both symmetries. Each density is then uniform, and only the change \(\delta n\) from neutrality can produce a periodic potential.

## From added charge to energy shift

Place the bilayer midway between two grounded gates, each at distance \(d\), in a medium of dielectric constant \(\varepsilon\). For a charge sheet \(\rho_qe^{i\mathbf q\cdot\mathbf r}\), the electrostatic potential at height \(z\) is \(C\sinh[q(d-|z|)]\), which vanishes at the gates. The jump of its slope at the sheet fixes \(C\):

\[
2qC\cosh(qd)=\frac{\rho_q}{\varepsilon_0\varepsilon},\qquad
\phi_q(0)=\frac{\rho_q\tanh(qd)}{2\varepsilon_0\varepsilon q}.
\]

The sheet charge is \(-e\) times the number density, and an electron's energy is \(-e\phi\). The two minus signs cancel, so added electrons repel:

\[
V(\mathbf G)=\frac{u(G)}{A}\,\delta n(\mathbf G),\qquad
u(G)=\frac{e^2\tanh(Gd)}{2\varepsilon_0\varepsilon G}.
\]

Here \(\delta n(\mathbf G)=\int_{\rm cell}\delta n\,e^{-i\mathbf G\cdot\mathbf r}d^2r\) and \(A\) is the cell area. The term \(\mathbf G=0\) moves all states together and is dropped.

Threefold rotation and inversion make the density sixfold symmetric, so each shell of six vectors has one real amplitude \(V_s\). The fourth shell used below has twelve vectors. They also share one amplitude, because \(\sigma_xT(x,-y)\sigma_x=T^\dagger(x,y)\): exchanging the layers, reversing \(y\) and applying \(\sigma_x\) leaves \(H\) unchanged, so the density is mirror symmetric as well. With \(F_s(\mathbf r)=\sum_{\mathbf G\in s}e^{i\mathbf G\cdot\mathbf r}\),

\[
V(\mathbf r)=\sum_sV_sF_s(\mathbf r),\qquad
\delta E_k=\langle k|V|k\rangle=\sum_sV_sf_s(k),
\]

where \(f_s(k)=\langle k|F_s|k\rangle\). This is first-order perturbation theory. It also holds for the degenerate pair at K: the potential cannot mix different rotation eigenvalues, and the second symmetry above exchanges the two states, so both shift equally.

The first harmonic \(F_1\) equals 6 at AA. At AB its six phases have cosine \(-1/2\), so it equals \(-3\). A uniform state has \(f_1=0\), and an AA-centred state has \(f_1>0\).

Now spread \(\nu\) added electrons evenly over a flat band. On average each contributes \(\bar f_1/6\) to every first-shell component of the density, where \(\bar f_1\) is the zone average. Keeping this shell alone,

\[
V_1=\frac{u_1}{A}\frac{\nu\bar f_1}{6},\qquad
\delta E_K-\delta E_\Gamma=\nu\frac{u_1}{A}\frac{\bar f_1}{6}\,[f_1(K)-f_1(\Gamma)].
\]

The factor \(\bar f_1\) says where the added charge sits; the bracket says how differently the two states feel it. Electron doping raises K relative to Gamma when their product is positive. Changing the sign of \(\nu\) changes the sign of the shift.

## How large it is

Take a twist of 1.10 degrees, \(\hbar v=550\) meV nm, \(w_0=80\) meV, \(w_1=100\) meV, \(\varepsilon=10\), \(d=20\) nm and 10 K. The moire period is 12.8 nm and \(A=142.2\) nm². One electron per cell, \(\nu=1\), is \(0.70\times10^{12}\) cm⁻².

Plane-wave diagonalization gives the following averages over the two flat bands. Densities are relative to the cell mean, and "share" is the weight on those points of a \(24\times24\) grid that lie within a quarter period of AA. A uniform state has a share of 0.21 on this grid; the exact area fraction is 0.23.

| State | At AA | At AB | Share | \(f_1\) |
|---|---:|---:|---:|---:|
| Gamma | 0 | 0.65 | 0.22 | 0.20 |
| M | 4.8 | 0.17 | 0.60 | 2.52 |
| K | 4.8 | 0.20 | 0.60 | 2.49 |

Gamma is not expelled from the AA region as a whole. It vanishes at the centre, but its share is close to uniform, so its density must exceed the mean elsewhere in the disc. The zone average \(\bar f_1=2.33\) is close to the boundary values: most flat-band states resemble K and M.

The first reciprocal vector has length \(0.566\) nm⁻¹. Since \(e^2/(2\varepsilon_0\varepsilon)=905\) meV nm and \(\tanh(Gd)\) is practically one,

\[
\frac{u_1}{A}=\frac{905}{0.566\times142.2}\simeq11.2\ \mathrm{meV}.
\]

The even-filling estimate for \(\nu=1\) is therefore

\[
11.2\times\frac{2.33}{6}\times(2.49-0.20)\simeq10\ \mathrm{meV}.
\]

Using the actual 10 K occupation of the bare bands and four shells gives 11.7 meV.

This charge is not yet consistent with its own potential. Electrons move towards states that avoid AA, and the remote bands polarize. Solving for density and potential together, with 20 bands per flavour on a \(12\times12\) momentum mesh, reduces the relative shift to 5.2 meV. The potential is then 15.3 meV at AA and \(-4.8\) meV at AB. Inserting it in the first-order formula again gives 5.2 meV, so the formula remains good; it is the potential that has become weaker. If only the flat bands are allowed to respond, the relative shift is 8.1 meV, so both causes matter.

The bare conduction energies at Gamma, M and K are 4.3, 1.5 and 0 meV. At \(\nu=1\), with 20 bands, they become 4.6, 6.9 and 5.4 meV. Gamma moves by 0.2 meV, while M and K move by 5.4 meV. K then lies 0.8 meV above Gamma, but this margin does not survive the convergence test below. At \(\nu=2\) the relative shift is 10.9 meV, slightly more than twice its value at \(\nu=1\). At \(\nu=-1\) it is \(-5.2\) meV.

A finer \(18\times18\) mesh changes the \(\nu=1\) result by about 0.001 meV. Raising the plane-wave cutoff, the number of bands to 32 and the number of shells to six, all together, lowers it by 0.3 meV, or 6 percent. The remote-band response converges slowly. Keeping every band of the plane-wave basis, with a cutoff of \(8.3k_\theta\) on a \(6\times6\) mesh, gives 4.4 meV, about 0.8 meV below the 20-band value. Cutoffs of 5.1, 6.7 and \(8.3k_\theta\) give 4.48, 4.43 and 4.41 meV, a trend that points to a further decrease of about 0.1 meV. K and Gamma are then level within about 0.1 meV at \(\nu=1\), so the calculation does not settle which is higher. The neglected rotation of the Pauli matrices would by itself change their separation by about 0.4 meV. The two layers are also treated as a single sheet: a spacing of 0.335 nm weakens the interaction between them and lowers the relative shift by about 0.15 meV. The 20-band shifts at M and K, the other 20-band relative shifts and the potential in this section carry a similar relative error. The shift at Gamma stays at 0.2 meV. The 8.1 meV value, which lets only the flat bands respond, does not have this error.

## When the mechanism weakens

At a twist of 3.00 degrees, with the other parameters held fixed, \(\bar f_1\) falls to 0.44 on a \(6\times6\) momentum mesh, or 0.46 on finer ones. The values at K and Gamma are 0.54 and \(-0.77\). The bracket is still 1.30, but the added charge peaks much less on AA: the mean flat-band density at the AA centre is about 1.5 times the cell average, against 4.4 times at 1.10 degrees. The dimensionless product \(\bar f_1[f_1(K)-f_1(\Gamma)]/6\) drops from 0.89 to 0.10. The Coulomb scale \(u_1/A\) varies as the inverse period and is 2.7 times larger, so the even-filling shift is about 3 meV instead of 10 meV. A contrast between the states is not enough; the added charge must also be concentrated. At this angle the bands are no longer flat: the conduction state at Gamma lies about 290 meV above K. Even filling is then only a formal comparison, and the shift is about one percent of that energy difference.

Warming to 50 K, where \(k_BT=4.3\) meV, changes the 20-band self-consistent shift at \(\nu=1\) from 5.2 to 5.7 meV. The calculation does not isolate the cause of this change.

## Exchange is the main correction

Exchange lowers a state through its overlap with added electrons of the same spin and valley. To first order in the bare states,

\[
\delta E^x_k=-\frac1{NA}\sum_{k',m,\mathbf G}u(Q)\,\delta f_{mk'}\left|\langle k|e^{-i\mathbf Q\cdot\mathbf r}|mk'\rangle\right|^2,
\]

with \(\mathbf Q=\mathbf k'-\mathbf k+\mathbf G\), \(N\) mesh points, \(m\) running over the two flat bands and \(\delta f\) the added occupation in one flavour. Exchange already present at neutrality is taken to be part of the bare parameters.

The exchange shifts quoted below are averages over the two flat states at each momentum. For \(\nu=1\) shared equally by four flavours, they are \(-2.1\) meV at Gamma and \(-6.3\) meV at K. Exchange thus contributes \(-4.2\) meV to K relative to Gamma. The matching Hartree number, also from bare states, is \(+11.7\) meV, leaving \(+7.5\) meV. Subtracting 4.2 meV from the self-consistent 5.2 meV would mix an unscreened exchange with a screened Hartree term. The net shift with both terms treated self-consistently is not calculated here.

If the same electron per cell fills the conduction band of one flavour, exchange in that flavour is \(-10.4\) meV at Gamma and \(-23.4\) meV at K, a difference of \(-13\) meV. With all harmonics kept, as they are in the exchange sum, the even-filling Hartree estimate is \(+11\) meV. At this level the relative shift, averaged over the two flat states, changes sign in the filled flavour, though as a small difference of large terms. The two bands behave differently. At Gamma, exchange lowers the conduction state by 16.2 meV but the valence state by only 4.6 meV. For the conduction band alone the exchange difference between K and Gamma is therefore \(-7.3\) meV, and K still rises relative to Gamma by about 4 meV. The other three flavours have no exchange with these electrons and keep the Hartree sign.

## Setting the model beside devices

The twist is typical of magic-angle samples. The velocity, \(0.84\times10^6\) m/s, is somewhat below the rough value of \(10^6\) m/s often used for graphene, and \(w_0<w_1\) represents lattice relaxation in a simple way. The value \(\varepsilon=10\) is high for hexagonal boron nitride alone, so it stands partly for other screening. The 4.4 meV result assumes that this extra screening does not come from the remote moire bands, whose response is calculated explicitly. Real devices can break the assumption of equal flavour filling. In the even-filling estimate with all harmonics, each flavour feels a quarter of the \(-13\) meV exchange difference when the electron is shared equally, so the relative shift, averaged over the two flat bands, is about \(+8\) meV. Putting the whole electron in one flavour moves this average in that flavour to about \(-2\) meV, while the shift of its conduction band alone stays positive, at about \(+4\) meV. Strain and twist variation are also present in real samples and are not sized here.

## What to do about it

**Let the bands depend on filling.** In this example, a rigid band fitted at neutrality misses a shift at \(\nu=1\) about as large as the bare conduction energy difference between Gamma and K. Recalculate the potential at each density, measured from the neutral state.

**Count screening once.** If \(\varepsilon\) already contains remote-band polarization, letting those bands respond again makes the shift too small. The redistribution of electrons within the flat bands must still be kept. In this example the relative shift is 8 meV with that response alone, and about 4.4 meV when all the remote bands respond too.

**Do not expect distant gates to tune the Hartree shift.** Its first harmonic depends on \(\tanh(Gd)\). With \(G=0.566\) nm⁻¹ this factor is practically one at 20 nm and 0.81 at 2 nm, for fixed density and dielectric surroundings. The self-consistent shift changes less: with all bands responding, it falls only from about 4.5 meV at 20 nm to 4.2 meV at 2 nm. Exchange also contains smaller wave vectors, so gates can affect it from farther away.

**Add exchange before predicting flavour order or the final band sequence.** The Hartree term explains why boundary states rise when the flavours are equally filled. It does not settle the order of levels in a polarized state.
